Fermi arc and its penetration depth in a two-node Weyl model

**Problem**

Electrons on a simple cubic lattice, with lattice constant a = 1, have the two-band Hamiltonian

H(k) = γD σ0 + v sin kx σx + v sin ky σy + [b(2 − cos kx − cos ky) − tD] σz,

D(kz) = cos kz − cos k0, 0 < k0 < π.

Here σ0 is the unit matrix, and the parameters obey

v > b > 0, t > |γ|, (t + |γ|)(1 − cos k0) < 2b.

The crystal fills the layers n = 1, 2, 3, … along x. It ends by simple removal of the layers n ≤ 0, so ky and kz remain good quantum numbers. The Fermi energy is E = 0.

(a) Show that the bulk has two Weyl nodes at E = 0, and find the Chern number of each slice of fixed kz.
(b) Find all surface states at E = 0.
(c) Find how deep they reach into the crystal, and what happens where the arc ends.

Evaluate the results for v = 0.6 eV, b = 0.5 eV, t = 0.8 eV, γ = 0.4 eV and k0 = π/3. These are round model parameters.

**A tempting solution**

The term γD σ0 changes no eigenvector, hence no Chern number, so drop it. Near kx = ky = 0 each slice is then a two-dimensional Dirac Hamiltonian with mass −tD. For |kz| < k0 the mass is inverted and the slice carries an edge state, which crosses zero energy at ky = 0. The arc is therefore the straight segment ky = 0 between the nodes. A Dirac edge state decays over velocity divided by mass, so ξ = v/(tD). This diverges at the nodes, as it should.

At kz = 0 we have D = 1/2 and tD = 0.4 eV, so this solution gives ky = 0 and ξ = 0.6/0.4 = 1.5 layers.

**Where it fails**

The range of kz and the divergence are right. Two other steps are not.

First, an arc is a set of states at one common energy. The term γD σ0 leaves each slice's eigenvectors alone, but it shifts different slices by different energies. The state at ky = 0 has energy γD, not zero.

Second, the Dirac form replaces sin kx by kx and drops b(1 − cos kx). That is justified if the state varies slowly from layer to layer. A depth of 1.5 layers contradicts the assumption that produced it.

The Chern number cannot repair either step, because it fixes a net number of crossings and not their position or depth. The layer equation must be solved.

**Part (a): the slices**

Write H = γD σ0 + d·σ and μ = tD. The bulk energies are γD ± |d|. With x = 1 − cos kx and y = 1 − cos ky, both between 0 and 2, sin²kx = 2x − x², so

|d|² = v²[2(x + y) − x² − y²] + [b(x + y) − μ]².

At fixed S = x + y this is smallest where x² + y² is largest, at an end of the allowed segment: (S, 0) for S ≤ 2 and (2, S − 2) for S ≥ 2. On these two pieces, with R = S − 2,

|d|² = v²(2S − S²) + (bS − μ)²,
|d|² = v²(2R − R²) + (bR + 2b − μ)².

The quadratic coefficient is b² − v² < 0 in both. Each piece is concave, and its minimum lies at an end. The end values of |d| are |μ|, |2b − μ| and |4b − μ|. The third condition on the parameters gives μ < 2b, so

min|d| = min(t|D|, 2b − tD).

A bulk state at E = 0 needs |d| = |γD|. For D ≠ 0 this cannot happen: |γD| < t|D| because |γ| < t, and |γD| < 2b − tD by the third condition if D > 0, and because |γ| < t if D < 0. For D = 0 it needs |d| = 0, which requires S = 0. The nodes are therefore (0, 0, ±k0), and every other slice has E = 0 inside its gap.

For the Chern number let d/|d| have polar angles θ, φ. The lower-band state is

u = (sin(θ/2), −cos(θ/2) e^{iφ}).

With A = i⟨u|∂u⟩ this gives A = −cos²(θ/2) dφ = −½(1 + cos θ) dφ. Its curl is +½ sin θ dθ dφ, half the solid angle. If d/|d| covers the sphere w times, counted with orientation, then

C = (1/2π) · ½ · 4πw = w.

Count w at the south pole. There sin kx = sin ky = 0 and d_z < 0. At the four candidate points d_z is −μ at (0, 0), 2b − μ at (π, 0) and (0, π), and 4b − μ at (π, π). The first alone can be negative, and it is so for D > 0. Near it d/|d| ≈ (v kx/μ, v ky/μ, −1), whose orientation is the sign of

(d/|d|)·[∂x(d/|d|) × ∂y(d/|d|)] = −(v/μ)².

Hence

C = −1 for |kz| < k0, C = 0 for |kz| > k0.

At kz = ±k0 + q the coefficient of σz is ±t sin k0 q to first order, so the nodes have chirality ±1. These are the jumps of C as kz increases through them.

**Part (b): the surface states**

For ψ(n) ∝ e^{i kx n}, sin kx acts as [ψ(n+1) − ψ(n−1)]/(2i) and cos kx as [ψ(n+1) + ψ(n−1)]/2. Removing the layers n ≤ 0 amounts to the condition ψ(0) = 0. Define

M = b(2 − cos ky) − tD,
h = v sin kx σx + (M − b cos kx) σz,

with sin kx and cos kx read as these operators. Then H = γD + v sin ky σy + h.

*Solutions with fixed σy.* Try ψ(n) = λⁿχ with σyχ = sχ, s = ±1, and hχ = 0. The energy is then γD + s v sin ky. Multiply hχ = 0 by σz and use σzσx = iσy:

M − b cos kx + i s v sin kx = 0.

Insert cos kx = (λ + 1/λ)/2 and i sin kx = (λ − 1/λ)/2, and multiply by 2λ:

(b − sv)λ² − 2Mλ + (b + sv) = 0.

Since ψ(0) = 0, a single power of λ is not enough: two decaying roots are needed. Their product is (b + sv)/(b − sv). For s = +1 its magnitude exceeds 1, so at least one root grows. For s = −1,

λ± = (M ± R)/(b + v), R = √(M² + v² − b²),

and ψ(n) ∝ (λ₊ⁿ − λ₋ⁿ)χ. Because v > b, the roots are real and distinct. The larger magnitude is

λ = (|M| + R)/(b + v).

It is below 1 if R < b + v − |M|. When the right side is positive, squaring gives

M² + v² − b² < (b + v)² − 2(b + v)|M| + M²,

which is 2(b + v)|M| < 2b(b + v), or |M| < b. When the right side is not positive, |M| ≥ b + v and there is no decay. So a surface state exists if and only if |M| < b within this family, with energy

E = γD − v sin ky.

*No others exist.* On the half-space h anticommutes with σy, so (H − γD)² = h² + v² sin²ky. A bound state Ψ of H therefore satisfies h²Ψ = ε²Ψ with some ε² ≥ 0.

Suppose ε ≠ 0. Then (h + ε)Ψ, or Ψ itself if that vanishes, is a bound eigenstate of h with eigenvalue ε or −ε; call the eigenvalue ε. Its exponential components λⁿu satisfy [h(λ) − ε]u = 0. Squaring h(λ) gives, with c = cos kx,

v²(1 − c²) + (M − bc)² = ε².

This has two roots c₁, c₂, and each belongs to a pair λ, 1/λ. At most two components decay. The condition ψ(0) = 0 forces both to be present with the same spinor u. Subtracting their equations gives

(Aσx + Bσz)u = 0, A = v(sin k₁ − sin k₂), B = −b(c₁ − c₂) ≠ 0.

The square of this matrix is A² + B², which must vanish, so A = ±iB. Multiplying (σz ± iσx)u = 0 by σz gives (1 ∓ σy)u = 0, so u is an eigenvector of σy. But h(λ) reverses the σy eigenvalue, so h(λ)u = εu is impossible for ε ≠ 0.

If c₁ = c₂, the second solution is nλⁿu + λⁿw with [h(λ) − ε]w + λh′(λ)u = 0. Now ψ(0) = 0 makes w parallel to u, so h′(λ)u = 0. This matrix again has the form Aσx + Bσz, with B = −b(1 − 1/λ²)/2 ≠ 0, and the same contradiction follows.

That leaves ε = 0. Then ‖hΨ‖² = ⟨Ψ|h²Ψ⟩ = 0, so hΨ = 0. Since h reverses σy, the two σy parts of Ψ obey this equation separately, and each is the case already solved.

*The arc.* Set E = 0:

sin ky = γD/v, with |M| < b.

The lower bound M > −b always holds, because M ≥ b − tD and tD < 2b. The upper bound M < b reads cos ky > 1 − tD/b. For D ≤ 0 this is impossible, so there are no surface states for |kz| ≥ k0.

For D > 0 define K between 0 and π by cos K = 1 − tD/b; the surface band occupies |ky| < K. At kx = 0, ky = K the vector d has the single component v sin K, so min|d| ≤ v sin K. Since E = 0 lies in the gap, |γ|D < min|d|, and therefore |γ|D/v < sin K. The equation for sin ky has two solutions in the zone, of magnitudes α and π − α with α = arcsin(|γ|D/v) < π/2.

- If K ≤ π/2, then α < K, while π − α > π/2 ≥ K.
- If K > π/2, then α < K, while sin α < sin K gives π − α > K.

One solution survives in each slice:

ky = arcsin(γD/v), |kz| < k0.

As kz → ±k0, D → 0 and ky → 0. This is a curved Fermi arc joining the node projections (ky, kz) = (0, ±k0). It is straight when γ = 0.

On the opposite surface, reflection exchanges λ and 1/λ, so s = +1 decays inward. The energy becomes γD + v sin ky and the arc is mirrored, ky → −ky.

**Part (c): the depth**

The slower root controls the tail, so the amplitude decays over

ξ = −1/ln λ, λ = [|M| + √(M² + v² − b²)]/(b + v),

with M taken on the arc. The density decays over half this length.

Near an end let q = k0 − |kz| and M = b − δ. Differentiating λ at M = b, where R = v,

dλ/dM = (1 + b/v)/(b + v) = 1/v.

So λ ≈ 1 − δ/v and ξ ≈ v/δ. On the arc δ = tD − b(1 − cos ky), and 1 − cos ky ≈ (γD/v)²/2 is of second order in D. With D ≈ q sin k0,

ξ → v/(t sin k0 q).

To leading order γ drops out and the tempting formula v/(tD) is recovered, because the state now spreads over many layers.

The share W of the density in the first layer shows how the arc fades. Let p = λ₊λ₋ and r = λ₊ + λ₋. Summing the geometric series,

Σ(λ₊ⁿ − λ₋ⁿ)² = λ₊²/(1 − λ₊²) + λ₋²/(1 − λ₋²) − 2p/(1 − p).

Put Z = (1 − λ₊²)(1 − λ₋²) = (1 + p)² − r². The first two terms add to (r² − 2p − 2p²)/Z. Over the common denominator Z(1 − p) the numerator is

(r² − 2p − 2p²)(1 − p) − 2p[(1 + p)² − r²] = (1 + p)(r² − 4p).

Since r² − 4p = (λ₊ − λ₋)² is the first-layer density, W = Z(1 − p)/(1 + p). The quadratic for s = −1 gives r = 2M/(b + v) and p = (b − v)/(b + v), hence 1 + p = 2b/(b + v), 1 − p = 2v/(b + v), and

W = 4v(b² − M²)/[b(b + v)²].

Near an end b² − M² ≈ 2bδ, so W → 8vt sin k0 q/(b + v)². The surface weight vanishes linearly as the depth diverges, and at q = 0 no normalizable surface state is left.

**Numbers**

At kz = 0, D = 0.5:

sin ky = 0.4 × 0.5/0.6 = 1/3, so ky = 0.340 rad;
M = 0.5(2 − 0.9428) − 0.4 = 0.1286 eV;
λ = [0.1286 + √(0.0165 + 0.36 − 0.25)]/1.1 = 0.440;
ξ = −1/ln 0.440 = 1.22 layers.

The tempting solution missed the displacement of the arc, and its 1.5 layers is 23% above the correct depth. Along the arc:

kz/k0 = 0: ky = 0.340 rad, ξ = 1.22, W = 0.926
kz/k0 = 0.50: ky = 0.247 rad, ξ = 1.75, W = 0.796
kz/k0 = 0.90: ky = 0.059 rad, ξ = 8.23, W = 0.256
kz/k0 = 0.99: ky = 0.006 rad, ξ = 82.6, W = 0.028

The predicted limit of ξq is 0.6/(0.8 sin 60°) = 0.8660. The complex bands give 0.8654 at q = 0.01 and 0.86596 at q = 0.001.

**What depends on the surface**

The formulas for ky, ξ and W belong to the ideal termination and to a crystal much thicker than ξ. In a slab the second condition fails close enough to the arc ends, whatever the thickness.

The net number of crossings is more robust. While a slice stays gapped at E = 0, a continuous change of the surface can create or remove crossings in pairs of opposite velocity, but not singly. A potential of 0.1 eV on the first layer moves the arc at kz = 0 from ky = 0.340 to 0.506 rad. In each slice tested there is still one crossing between the nodes and none outside. The numerical check also compares the derived arc, depth and weight with surface Green functions and slab eigenvectors.

Computed values

```
v = 0.6 eV, b = 0.5 eV, t = 0.8 eV, gamma = 0.4 eV
k0 = 1.0472 rad (lattice constant a = 1)
half-gap of slice kz=0: 0.4000 eV
kz/k0, Chern number, number of E=0 surface states:
   -1.2    0  0
   -0.5   -1  1
    0.0   -1  1
    0.5   -1  1
    0.9   -1  1
    1.2    0  0
    2.0    0  0
    3.0    0  0
chirality at +k0: +1, at -k0: -1
slab of 150 layers: kz/k0, decay factor from eigenvector:
  0.00  0.4403
  0.50  0.5651
  0.90  0.8856
arc: kz/k0, ky (rad), M (eV), lambda, xi (a), W:
  0.00  0.33984  0.1286  0.4403    1.219  0.9261
  0.25  0.31584  0.1520  0.4698    1.324  0.9001
  0.50  0.24651  0.2223  0.5651    1.752  0.7957
  0.75  0.13851  0.3391  0.7395    3.313  0.5356
  0.90  0.05856  0.4306  0.8856    8.232  0.2561
  0.99  0.00603  0.4928  0.9880   82.639  0.0285
distance q = k0-kz (rad), xi (a), xi*q, W/q:
  1e-02     86.54 0.86542 2.7182
  1e-03    865.96 0.86596 2.7454
limit of xi*q: 0.86603; limit of W/q: 2.7484
first-layer potential 0.1 eV: kz/k0, ky without, with (rad):
  0.00 0.3398 0.5058
  0.50 0.2465 0.3855
```
